# Blatt–Biedenharn expansion of unpolarised cross sections with Huby's phase correction, part 2

Two distinguishable fragments with spins $i$ and $I$ collide along the $z$ axis with relative wave number $k$. The forces are rotationally invariant and of short range, and the algebra uses atomic units. The question is which angular coefficient belongs to which phase convention of the scattering matrix.

Unprimed and primed letters refer to the initial and final channels: $\alpha$ is the internal state, $l$ the orbital momentum, $s$ the channel spin with projection $m$ and spin state $\chi_{sm}$. $J$ is the total angular momentum with projection $M$. The plain basis, with Condon–Shortley phases, is

$$
\mathcal Y^{JM}_{ls}=\sum_m\langle l,M-m;s m|JM\rangle\,Y_{l,M-m}\,\chi_{sm}.
$$

$S$ is the flux-normalised scattering matrix in this basis. The adapted basis $i^l\mathcal Y^{JM}_{ls}$ has the matrix $\tilde S$:

$$
\tilde S_{\alpha'l's';\alpha ls}=i^{\,l-l'}S_{\alpha'l's';\alpha ls},\qquad T\equiv\delta-\tilde S .
$$

For time-reversal-even internal states and an invariant interaction, the coupling potentials in the adapted basis are real and symmetric, and $\tilde S$ is symmetric.

With $d\sigma/d\Omega=|f|^2$ and $\nu=m-m'$, the amplitude is

$$
f_{m'm}=\frac{i\sqrt\pi}{k}\sum_{Jll'}i^{l-l'}\sqrt{2l+1}\,
\langle l0sm|Jm\rangle\langle l'\nu s'm'|Jm\rangle(\delta-S)\,Y_{l'\nu}.
$$

For given channel spins the cross section is

$$
\frac{d\sigma_{s\to s'}}{d\Omega}=\frac1{k^2(2s+1)}\sum_LB_LP_L(\cos\theta),
$$

$$
B_L=\frac{(-1)^{s'-s}}4\sum\bar Z(l_1J_1l_2J_2;sL)\,
\bar Z(l_1'J_1l_2'J_2;s'L)\,\mathrm{Re}(T_1^*T_2),
$$

summed over both sets $J,l,l'$, where indices 1 and 2 mark quantities from $f^*$ and $f$. Here

$$
\bar Z(l_1J_1l_2J_2;sL)=\sqrt{(2l_1+1)(2l_2+1)(2J_1+1)(2J_2+1)}\,
\langle l_10l_20|L0\rangle\,W(l_1J_1l_2J_2;sL),
$$

$$
W(l_1J_1l_2J_2;sL)=(-1)^{l_1+J_1+l_2+J_2}
\begin{Bmatrix}l_1&J_1&s\\J_2&l_2&L\end{Bmatrix}.
$$

The coefficient with explicit phase is

$$
Z(l_1J_1l_2J_2;sL)=i^{\,L-l_1+l_2}\,\bar Z(l_1J_1l_2J_2;sL).
$$

The correct combinations are $\bar Z$ with $\tilde S$ and $Z$ with $S$. The mismatch, $Z$ with $\tilde S$, gives each interference term the spurious factor $i^{\,\eta_1-\eta_2}=\pm1$, with $\eta=l'-l$.

When the individual spins $i$ and $I$ are unpolarised, every product of their projections is equally likely. The initial spin density matrix is the unit matrix divided by $(2i+1)(2I+1)$. The passage to channel spin is a unitary change of basis, which leaves the unit matrix diagonal, so different initial $s$ do not interfere. Different final $s'$ do not interfere either, because the final spins are summed over a complete set. Hence

$$
\frac{d\sigma}{d\Omega}=\frac1{k^2(2i+1)(2I+1)}\sum_{ss'}\sum_LB_L^{ss'}P_L(\cos\theta).
$$

A polarised beam or target breaks this argument. The formula was tested with random matrices for fragments of spin $\tfrac12$ and 1, for which $s$ and $s'$ take the values $\tfrac12$ and $\tfrac32$. The amplitudes were transformed to individual spin projections and summed explicitly. The two results agree to rounding error, which includes the sign $(-1)^{s'-s}$.

The term $L=0$ gives the integrated cross section. The Clebsch–Gordan and Racah coefficients then require $l_1=l_2$, $l_1'=l_2'$ and $J_1=J_2$. With

$$
\langle l0l0|00\rangle=\frac{(-1)^l}{\sqrt{2l+1}},\qquad
\begin{Bmatrix}l&J&s\\J&l&0\end{Bmatrix}=\frac{(-1)^{l+J+s}}{\sqrt{(2l+1)(2J+1)}},
$$

one finds $\bar Z(lJlJ;s0)=(-1)^{s-J}\sqrt{2J+1}$. The signs of the two factors cancel the prefactor $(-1)^{s'-s}$, so

$$
B_0=\frac14\sum_{Jll'}(2J+1)|T|^2,\qquad
\sigma=\frac{4\pi B_0}{k^2(2s+1)}=\frac{\pi}{k^2}\sum_{Jll'}\frac{2J+1}{2s+1}|T|^2 .
$$

The orthogonality of Legendre polynomials gives the mean cosine $\langle\cos\theta\rangle=B_1/(3B_0)$. In $B_0$ the spurious factor is 1, as $\eta_1=\eta_2$. An integrated cross section therefore cannot reveal a phase mismatch. Nor can positivity, because the mismatched expression is still a sum of squared amplitudes, with $\tilde S$ standing where $S$ should.

The coefficients also show where angular asymmetry comes from. An odd $L$ needs $l_1+l_2$ odd, so for a given initial internal state it arises from interference between opposite total parities. A single $J$ and parity gives a distribution symmetric about $90^\circ$. The triangle conditions in $\bar Z$ limit $L$ to at most $l_1+l_2$, $l_1'+l_2'$ and $J_1+J_2$.

A model in which $l$ must change makes the correction visible. A particle of spin $\tfrac12$ and electron mass meets a fixed spinless scatterer with two internal states $a$ and $b$ of opposite parity, separated by an excitation energy. The interaction is

$$
V=-V_0e^{-r^2/w^2}+g(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,
\big(i|b\rangle\langle a|-i|a\rangle\langle b|\big),\qquad
g(r)=g_0\frac rw e^{-r^2/w^2}.
$$

It conserves parity, because $\hat{\mathbf r}$ and the internal operator both change sign. It is invariant under time reversal, because $\boldsymbol\sigma$ changes sign and so does the internal operator, through its factors $i$.

The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ conserves $J$, reverses orbital parity and has unit square. It therefore takes $l$ to $\bar l=2J-l$, up to a phase. The phase follows from the direction $\theta=0$, where only $Y_{l0}=\sqrt{(2l+1)/4\pi}$ survives. For $M=\tfrac12$ the spinor there is spin-up with the coefficient $\sqrt{(2l+1)/4\pi}\,\langle l0\tfrac12\tfrac12|J\tfrac12\rangle$. This equals $+\sqrt{(J+\frac12)/4\pi}$ for $J=l+\tfrac12$ and $-\sqrt{(J+\frac12)/4\pi}$ for $J=l-\tfrac12$. As $\boldsymbol\sigma\cdot\hat{\mathbf r}=\sigma_z$ leaves spin-up unchanged at $\theta=0$,

$$
\boldsymbol\sigma\cdot\hat{\mathbf r}\,\mathcal Y^{JM}_{l}=-\mathcal Y^{JM}_{\bar l}.
$$

The coupling from $a$ to $b$ is thus $-ig$ in the plain basis. In the adapted basis it is $i^{-\eta}(-ig)=-\eta g$ with $\eta=\bar l-l=\pm1$, which is real, as time reversal demands. For each $J$ and $l$ there are two coupled radial equations,

$$
\begin{aligned}
u_a''&=\Big[\frac{l(l+1)}{r^2}-2V_0e^{-r^2/w^2}-k_a^2\Big]u_a-2\eta g\,u_b,\\
u_b''&=\Big[\frac{\bar l(\bar l+1)}{r^2}-2V_0e^{-r^2/w^2}-k_b^2\Big]u_b-2\eta g\,u_a .
\end{aligned}
$$

The chosen values are a collision energy of 6 eV, an excitation energy of 2 eV, $V_0=10$ eV, $g_0=5$ eV and $w=1.5$ Å. They give $k_a=1.2549$ Å$^{-1}$ and $k_b=1.0246$ Å$^{-1}$. Orbital momenta in channel $a$ run up to 10. Leaving out the last two changes no retained $B_L$ by more than about $3\times10^{-6}$ of the largest one. Separate solutions in the two bases confirm the symmetry of $\tilde S$, the antisymmetry of the off-diagonal part of $S$, and the relation between them.

The two transitions with $J=\tfrac12$ can be followed by hand. For $s\to p$ and $p\to s$ the matrix elements are

$$
\tilde S_{sp}=-0.1144-0.0386i,\qquad \tilde S_{ps}=0.3304+0.1716i ,
$$

where the first letter names the incoming wave. Both coefficients needed, $\bar Z(0\tfrac120\tfrac12;\tfrac120)$ and $\bar Z(0\tfrac121\tfrac12;\tfrac121)$, equal $\sqrt2$. The same value holds for the $p$ wave at $L=0$ and for the exchanged arguments at $L=1$. For this pair alone,

$$
\begin{aligned}
B_0&=\tfrac12\big(|\tilde S_{sp}|^2+|\tilde S_{ps}|^2\big)=\tfrac12(0.0146+0.1386)=0.0766,\\
B_1&=\mathrm{Re}(\tilde S_{sp}^*\tilde S_{ps})=-0.0378-0.0066=-0.0444 .
\end{aligned}
$$

The factor $\tfrac14$ in $B_1$ is compensated by the two orders of the pair and by $(\sqrt2)^2$. The interference favours backward angles. Here $\eta_1-\eta_2=2$, so the mismatched formula would give $B_1=+0.0444$ and favour forward angles.

With all partial waves, $B_0=0.5821$ and $B_1=0.5852$. The other interferences outweigh the negative contribution of this pair. The integrated inelastic cross section is

$$
\sigma_{ba}=\frac{2\pi B_0}{k_a^2}=\frac{2\pi\times0.58210}{(1.25491\ \text{Å}^{-1})^2}
=2.322\ \text{Å}^2,
$$

or 8.294 bohr$^2$. The mean cosine is $0.5852/(3\times0.5821)=0.335$. The mismatched coefficients give the same $\sigma_{ba}$ but a mean cosine of 0.473.

The angular distribution shows the difference more strongly. Values are in Å$^2$/sr:

| Angle | $\bar Z$ with $\tilde S$ | $Z$ with $\tilde S$ |
|---:|---:|---:|
| 0° | 0.1007 | 1.3030 |
| 30° | 0.3727 | 0.6438 |
| 90° | 0.1145 | 0.1074 |
| 180° | 0.1399 | 0.0166 |

The correct cross section is small in the forward direction, where the mismatched one is about thirteen times larger. An explicit sum over spin projections, made from the plain matrix $S$ and the amplitude with its factor $i^{l-l'}$, reproduces the $\bar Z$ column. The coefficients printed in the output nearly suffice for the forward value. The coefficients from $L=0$ to 7 add up to 0.3233 and give 0.1027 Å$^2$/sr after division by $2k_a^2$. The terms beyond $L=7$ therefore supply $-0.0019$ Å$^2$/sr.

In elastic scattering within channel $a$, parity and $J$ fix $l'=l$, so the phase question does not arise. The elastic cross section is 22.758 Å$^2$. Flux conservation ties the two cross sections to the forward elastic amplitude. Since $\sum_m\langle l0\tfrac12m|Jm\rangle^2=(2J+1)/(2l+1)$, the spin mean of that amplitude is

$$
f_{aa}(0)=\frac{i}{4k_a}\sum_{Jl}(2J+1)(1-\tilde S_{aa}).
$$

Unitarity gives $|1-\tilde S_{aa}|^2+|\tilde S_{ba}|^2=2(1-\mathrm{Re}\,\tilde S_{aa})$, and therefore $\sigma_{aa}+\sigma_{ba}=(4\pi/k_a)\,\mathrm{Im}f_{aa}(0)$. The forward amplitude yields 25.081 Å$^2$, in agreement with the sum $22.758+2.322$ within rounding.

These comparisons share the partial-wave description. The interference signs can also be fixed without it, at leading order in the coupling and with the well removed. The outgoing Green function for electron mass gives the Born amplitude

$$
f_{ba}=-\frac1{2\pi}\sqrt{\frac{k_b}{k_a}}\int e^{i\mathbf q\cdot\mathbf r}\,
i g(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,d^3r,\qquad \mathbf q=\mathbf k_a-\mathbf k_b .
$$

Taking the gradient of $\int e^{i\mathbf q\cdot\mathbf r}d\Omega_r=4\pi j_0(qr)$ with respect to $\mathbf q$, and using $j_0'=-j_1$, gives $\int\hat{\mathbf r}\,e^{i\mathbf q\cdot\mathbf r}d\Omega_r=4\pi i\,\hat{\mathbf q}\,j_1(qr)$. Thus

$$
f_{ba}=2\sqrt{\frac{k_b}{k_a}}\;\boldsymbol\sigma\cdot\hat{\mathbf q}\int_0^\infty j_1(qr)\,g(r)\,r^2dr .
$$

The spin mean of $(\boldsymbol\sigma\cdot\hat{\mathbf q})^2$ is 1. The radial integral follows from

$$
\int_0^\infty j_0(qr)\,r^2e^{-r^2/w^2}dr=\frac{\sqrt\pi\,w^3}{4}\,e^{-q^2w^2/4}
$$

by differentiation with respect to $q$. It equals $g_0\sqrt\pi\,q\,w^4e^{-q^2w^2/4}/8$, so

$$
\frac{d\sigma_{ba}}{d\Omega}=\frac{k_b}{k_a}\,\frac{\pi g_0^2w^8}{16}\,q^2e^{-q^2w^2/2},
\qquad q^2=k_a^2+k_b^2-2k_ak_b\cos\theta .
$$

For $k_aw\ll1$, $qw$ is small at every angle, only the two $J=\tfrac12$ transitions contribute, and the angular factor is $q^2$ itself. Its term $-2k_ak_b\cos\theta$ is the interference of $s\to p$, with amplitude proportional to $\boldsymbol\sigma\cdot\mathbf k_b$, and $p\to s$, proportional to $\boldsymbol\sigma\cdot\mathbf k_a$. A phase mismatch reverses this term and replaces $|\mathbf k_a-\mathbf k_b|^2$ by $|\mathbf k_a+\mathbf k_b|^2$, turning a forward minimum into a forward maximum.

In the example $k_aw=1.88$, so the exponential matters. At $0^\circ$ and $180^\circ$, $q$ is $k_b-k_a$ in magnitude and $k_a+k_b$, which gives $q^2=0.0530$ and $5.196$ Å$^{-2}$. The predicted ratio of backward to forward cross section is

$$
\frac{5.196}{0.0530}\,e^{-(5.196-0.053)\times2.25/2}\approx0.30 .
$$

The coupled equations were solved with $g_0$ reduced by a factor 1000, and the cross section was divided by the square of that reduction. The $\bar Z$ expansion then gives 0.0884 Å$^2$/sr forward and 0.0266 Å$^2$/sr backward, with the ratio 0.30. Over the whole angular range it agrees with the plane-wave result within $2\times10^{-7}$ of the largest cross section. The mismatched expansion gives 2.276 Å$^2$/sr in the forward direction.

The Born distribution peaks at $q^2=2/w^2$, which here means about $48^\circ$. The full calculation also has a reduced forward value, and of the listed angles $30^\circ$ has the largest cross section. The origin of the forward dip in the full calculation is not analysed here. The remaining values are in the numerical output below.

## Table of computed values

```
collision energy 6.0 eV, excitation 2.0 eV
well depth 10.0 eV, coupling g0 5.0 eV
width w 1.50 angstrom, largest l in channel a 10
wave number a 1.25491, b 1.02463 1/angstrom
S_ba in i^l Y basis, then plain Y basis (dimensionless):
 J=0.5 la=0 lb=1: -0.11442-0.03860i  +0.03860-0.11442i
 J=1.5 la=1 lb=2: -0.26688+0.15156i  -0.15156-0.26688i
 J=0.5 la=1 lb=0: +0.33042+0.17157i  +0.17157-0.33042i
 J=2.5 la=2 lb=3: -0.04135+0.11792i  -0.11792-0.04135i
 J=1.5 la=2 lb=1: +0.53676-0.21367i  -0.21367-0.53676i
 J=3.5 la=3 lb=4: -0.00152+0.02321i  -0.02321-0.00152i
 J=2.5 la=3 lb=2: +0.04625-0.17860i  -0.17860-0.04625i
Zbar(0 1/2 0 1/2; 1/2 0) = +1.414214
Zbar(0 1/2 1 1/2; 1/2 1) = +1.414214
s-p pair alone: B_0 = 0.076597, B_1 = -0.044428
L, B_L inelastic, B_L mismatched phase, B_L elastic:
 0 +0.582103 +0.582103 +5.704102
 1 +0.585234 +0.826693 +12.478105
 2 +0.227481 +0.846865 +12.428424
 3 -0.416442 +0.904977 +8.172071
 4 -0.348018 +0.551785 +3.919989
 5 -0.207899 +0.268617 +1.525201
 6 -0.077456 +0.091825 +0.474662
 7 -0.021654 +0.024490 +0.123646
angle (deg), dsigma/dOmega in angstrom^2/sr:
 inelastic, projection sum, mismatched phase, elastic
   0 0.100745 0.100745 1.303001 14.243184
  30 0.372684 0.372684 0.643818 8.396199
  60 0.343270 0.343270 0.124696 1.903582
  90 0.114540 0.114540 0.107419 0.260003
 120 0.056537 0.056537 0.095012 0.108491
 150 0.101503 0.101503 0.047157 0.098029
 180 0.139944 0.139944 0.016612 0.079776
inelastic cross section 2.32248 angstrom^2 = 8.29372 bohr^2
elastic cross section 22.75825 angstrom^2
optical-theorem total 25.08073 angstrom^2
mean cosine +0.33513, mismatched +0.47339
weak coupling, no well, dsigma/dOmega/scale^2 in angstrom^2/sr:
 coupling scale factor 1e-03
 angle (deg), Zbar expansion, plane-wave Born, mismatched
   0 0.088380 0.088380 2.275711
  60 0.525221 0.525221 0.257724
  90 0.242356 0.242356 0.025760
 120 0.084992 0.084992 0.007772
 180 0.026583 0.026583 0.004235
relative errors: random 2.5e-16, model 6.3e-14, Born 1.7e-07
unitarity 2.1e-15, grid 1.7e-12, partial waves 2.8e-06
largest mismatch error / largest cross section 2.7458
```
